# Pseudo-Jahn-Teller Instability: Off-Centre Displacement and Barrier from Two Coupled Levels: a program that tests the result

```python
"""
Pseudo-Jahn-Teller instability of a centred impurity.

Result under test: two opposite-parity levels at -D and +D, coupled by F*Q,
with elastic energy K*Q^2/2 and one electron in the lower level, make Q = 0
unstable exactly when F^2/D > K. With G = F^2/K the minima lie at
|Q0| = sqrt(G^2 - D^2)/F and the central barrier is (G - D)^2/(2 G).

Symbols: Q odd displacement (angstrom), K stiffness (eV/angstrom^2),
F vibronic coupling (eV/angstrom), D half the level separation (eV).
Energies come from matrix diagonalization, minima from numerical search.
"""
import numpy as np
from scipy.constants import hbar, atomic_mass, e as charge
from scipy.optimize import minimize, minimize_scalar

K, F, D = 5.0, 1.6, 0.3
mass_u = 20.0


def levels(q, half_gap=D, coupling=F):
    return np.linalg.eigvalsh(np.array([[-half_gap, coupling * q],
                                        [coupling * q, half_gap]]))


def energy(q, half_gap=D, n_low=1, n_up=0):
    low, up = levels(q, half_gap)
    return 0.5 * K * q * q + n_low * low + n_up * up


def curvature(func, q=0.0, h=2e-3):
    return (-func(q + 2*h) + 16*func(q + h) - 30*func(q)
            + 16*func(q - h) - func(q - 2*h)) / (12*h*h)


def find_minimum(func, upper=1.5):
    res = minimize_scalar(func, bounds=(0.0, upper), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, func(0.0) - res.fun


# Curvatures, displacement and barrier for one electron
G = F**2 / K
x = D / G
curv_low = curvature(energy)
curv_up = curvature(lambda q: energy(q, n_low=0, n_up=1))
assert abs(curv_low - (K - F**2/D)) < 1e-5
assert abs(curv_up - (K + F**2/D)) < 1e-5
q_min, barrier = find_minimum(energy)
assert abs(q_min - F/K*np.sqrt(1 - x*x)) < 1e-5
assert abs(barrier - (G - D)**2/(2*G)) < 1e-9
elastic = 0.5*K*q_min**2
assert abs(barrier/elastic - (1 - x)/(1 + x)) < 1e-4
curv_min = curvature(energy, q_min)
assert abs(curv_min - K*(1 - x*x)) < 1e-3
gap_min = np.diff(levels(q_min))[0]
assert abs(gap_min - 2*G) < 1e-4

print(f"stiffness K = {K:.2f} eV/A^2")
print(f"coupling F = {F:.2f} eV/A")
print(f"half separation Delta = {D:.2f} eV")
print(f"F^2/Delta = {F**2/D:.3f} eV/A^2")
print(f"threshold half separation G = F^2/K = {G:.3f} eV")
print(f"ratio x = Delta/G = {x:.4f}")
print(f"lower-sheet curvature at centre = {curv_low:.3f} eV/A^2")
print(f"upper-sheet curvature at centre = {curv_up:.3f} eV/A^2")
print(f"off-centre displacement = {q_min:.4f} A")
print(f"central barrier = {1000*barrier:.2f} meV")
print(f"elastic energy at minimum = {1000*elastic:.2f} meV")
print(f"barrier/elastic energy = {barrier/elastic:.4f}")
print(f"curvature at minimum = {curv_min:.3f} eV/A^2")
print(f"vertical gap: centre {2*D:.3f} eV, minimum {gap_min:.3f} eV")

# Both sides of the threshold
print("scan: Delta (eV), F^2/Delta (eV/A^2), Q0 (A), barrier (meV)")
for half_gap in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    q_s, b_s = find_minimum(lambda q: energy(q, half_gap))
    assert (q_s > 1e-3) == (F**2/half_gap > K)
    if q_s > 1e-3:
        assert abs(q_s - np.sqrt(G**2 - half_gap**2)/F) < 1e-5
        assert abs(b_s - (G - half_gap)**2/(2*G)) < 1e-9
    else:
        q_s, b_s = 0.0, 0.0  # search endpoint noise, centre is the minimum
    print(f"  {half_gap:.1f}  {F**2/half_gap:.2f}  {q_s:.4f}  {1000*b_s:.3f}")

# Near threshold the quartic double well must be recovered
near = 0.999*G
q_n, b_n = find_minimum(lambda q: energy(q, near), upper=0.2)
curv_n = curvature(lambda q: energy(q, near))
near_ratio = b_n / (abs(curv_n)*q_n**2/4)
assert abs(near_ratio - 1) < 2e-3
print(f"near-threshold barrier/quartic estimate = {near_ratio:.4f}")

# Occupations of the two levels, independent electrons
print("occupation (lower,upper): central curvature (eV/A^2)")
for n1, n2 in ((1, 0), (2, 0), (1, 1), (2, 1), (2, 2)):
    c = curvature(lambda q: energy(q, D, n1, n2))
    assert abs(c - (K - (n1 - n2)*F**2/D)) < 1e-5
    print(f"  ({n1},{n2}): {c:.3f}")
q_2, b_2 = find_minimum(lambda q: energy(q, D, 2, 0))
G_2 = 2*F**2/K
assert abs(q_2 - np.sqrt(G_2**2 - D**2)/F) < 1e-5
assert abs(b_2 - 2*(G_2 - D)**2/(2*G_2)) < 1e-8
print(f"two electrons: Q0 = {q_2:.4f} A, barrier = {1000*b_2:.1f} meV")

# Different stiffness in the two electronic states
K_low, K_high = 6.0, 3.0


def unequal(q):
    return np.linalg.eigvalsh([[-D + K_low*q*q/2, F*q],
                               [F*q, D + K_high*q*q/2]])[0]


assert abs(curvature(unequal) - (K_low - F**2/D)) < 1e-5


# Three-site electronic model: parity selection and sum over states
def chain(q, site=0.5, hop=1.0, slope=1.0):
    left, right = -hop*(1 + slope*q), -hop*(1 - slope*q)
    return np.array([[0, left, 0], [left, site, right], [0, right, 0]])


e_ch, v_ch = np.linalg.eigh(chain(0.0))
coup = v_ch.T @ ((chain(0.01) - chain(-0.01))/0.02) @ v_ch
assert abs(coup[0, 0]) < 1e-10 and abs(coup[0, 2]) < 1e-10
assert abs(coup[0, 1]) > 0.1
soft = curvature(lambda q: np.linalg.eigvalsh(chain(q))[0])
D_ch = (e_ch[1] - e_ch[0])/2
assert abs(soft + coup[0, 1]**2/D_ch) < 1e-6
print(f"three-site model: F = {abs(coup[0, 1]):.4f} eV/A, "
      f"Delta = {D_ch:.4f} eV")
print(f"three-site electronic curvature = {soft:.4f} eV/A^2")

# Impurity displacement u and cage displacement s, both odd
K_mat = np.array([[6.0, 2.0], [2.0, 10.0]])
f_vec = np.array([1.6, -0.8])
D_two = 0.5


def energy_two(v):
    return 0.5*v @ K_mat @ v + levels(f_vec @ v, D_two, 1.0)[0]


clamped = curvature(lambda u: energy_two(np.array([u, 0.0])))
assert clamped > 0
res = minimize(energy_two, [0.1, -0.05], method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
response = np.linalg.solve(K_mat, f_vec)
G_two = f_vec @ response
b_two = energy_two(np.zeros(2)) - res.fun
assert G_two > D_two
assert np.allclose(res.x, response*np.sqrt(1 - (D_two/G_two)**2), atol=1e-5)
assert abs(b_two - (G_two - D_two)**2/(2*G_two)) < 1e-9
print(f"cage model: K_uu, K_us, K_ss = {K_mat[0, 0]:.1f}, "
      f"{K_mat[0, 1]:.1f}, {K_mat[1, 1]:.1f} eV/A^2")
print(f"cage model: f_u, f_s = {f_vec[0]:.1f}, {f_vec[1]:.1f} eV/A")
print(f"cage model: Delta = {D_two:.2f} eV, G = {G_two:.4f} eV")
print(f"clamped-cage curvature = {clamped:.3f} eV/A^2")
print(f"relaxed: u = {res.x[0]:.4f} A, s = {res.x[1]:.4f} A")
print(f"relaxed-cage barrier = {1000*b_two:.2f} meV")

# One s level and three p levels: energy is the same in all directions
rng = np.random.default_rng(3)
for _ in range(5):
    direction = rng.normal(size=3)
    direction *= q_min/np.linalg.norm(direction)
    h_sp = np.diag([-D, D, D, D])
    h_sp[0, 1:] = h_sp[1:, 0] = F*direction
    e_sp = np.linalg.eigvalsh(h_sp)[0] + 0.5*K*direction @ direction
    assert abs(e_sp - energy(q_min)) < 1e-10

# Full quantum motion: uniform-grid basis against oscillator basis
h2_over_m = hbar**2/(mass_u*atomic_mass*charge)*1e20
quantum = np.sqrt(K*h2_over_m)
grid = np.linspace(-1.2, 1.2, 161)
step = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(161), np.arange(161))
safe = np.where(diff == 0, 1, diff)
kinetic = h2_over_m/(2*step**2)*np.where(
    diff == 0, np.pi**2/3, 2.0*(-1.0)**np.abs(diff)/safe**2)
sz, sx, one = np.diag([-1.0, 1.0]), np.array([[0., 1.], [1., 0.]]), np.eye(2)


def grid_solution(bias):
    spatial = kinetic + np.diag(0.5*K*grid**2 - bias*grid)
    h = (np.kron(one, spatial) + np.kron(D*sz, np.eye(161))
         + np.kron(F*sx, np.diag(grid)))
    vals, vecs = np.linalg.eigh(h)
    density = (vecs[:, 0]**2).reshape(2, -1).sum(axis=0)
    return vals, density @ grid


vals_grid, mean_free = grid_solution(0.0)
n_osc = 80
ladder = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
position = np.sqrt(h2_over_m/(2*quantum))*(ladder + ladder.T)
h_osc = (np.kron(one, np.diag(quantum*(np.arange(n_osc) + 0.5)))
         + np.kron(D*sz, np.eye(n_osc)) + np.kron(F*sx, position))
vals_osc = np.linalg.eigvalsh(h_osc)
assert np.allclose(vals_grid[:4], vals_osc[:4], atol=1e-7)
assert abs(mean_free) < 1e-6
splitting = vals_osc[1] - vals_osc[0]
bias = 0.002
_, mean_biased = grid_solution(bias)
assert 2*bias*q_min > splitting
assert mean_biased > 0.75*q_min
sheet = np.array([energy(q) for q in grid])
vals_sheet = np.linalg.eigvalsh(kinetic + np.diag(sheet))

print(f"mass = {mass_u:.0f} u, uncoupled quantum = {1000*quantum:.2f} meV")
print(f"lowest level minus saddle = {1000*(vals_osc[0] + D):.2f} meV")
print(f"lowest level minus well bottom = "
      f"{1000*(vals_osc[0] - energy(q_min)):.2f} meV")
print(f"tunnelling splitting, full = {1000*splitting:.4f} meV")
print(f"tunnelling splitting, lower sheet only = "
      f"{1000*(vals_sheet[1] - vals_sheet[0]):.4f} meV")
print(f"third level minus saddle = {1000*(vals_osc[2] + D):.2f} meV")
print(f"mean displacement without bias = {abs(mean_free):.4f} A")
print(f"bias force = {1000*bias:.1f} meV/A")
print(f"bias energy difference of wells = {2000*bias*q_min:.3f} meV")
print(f"mean displacement with bias = {mean_biased:.4f} A")
print("checks complete")
```

Running it gives:

```
stiffness K = 5.00 eV/A^2
coupling F = 1.60 eV/A
half separation Delta = 0.30 eV
F^2/Delta = 8.533 eV/A^2
threshold half separation G = F^2/K = 0.512 eV
ratio x = Delta/G = 0.5859
lower-sheet curvature at centre = -3.533 eV/A^2
upper-sheet curvature at centre = 13.533 eV/A^2
off-centre displacement = 0.2593 A
central barrier = 43.89 meV
elastic energy at minimum = 168.11 meV
barrier/elastic energy = 0.2611
curvature at minimum = 3.283 eV/A^2
vertical gap: centre 0.600 eV, minimum 1.024 eV
scan: Delta (eV), F^2/Delta (eV/A^2), Q0 (A), barrier (meV)
  0.1  25.60  0.3138  165.766
  0.2  12.80  0.2946  95.062
  0.3  8.53  0.2593  43.891
  0.4  6.40  0.1997  12.250
  0.5  5.12  0.0689  0.141
  0.6  4.27  0.0000  0.000
near-threshold barrier/quartic estimate = 0.9995
occupation (lower,upper): central curvature (eV/A^2)
  (1,0): -3.533
  (2,0): -12.067
  (1,1): 5.000
  (2,1): -3.533
  (2,2): 5.000
two electrons: Q0 = 0.6119 A, barrier = 511.9 meV
three-site model: F = 0.9088 eV/A, Delta = 0.5931 eV
three-site electronic curvature = -1.3926 eV/A^2
cage model: K_uu, K_us, K_ss = 6.0, 2.0, 10.0 eV/A^2
cage model: f_u, f_s = 1.6, -0.8 eV/A
cage model: Delta = 0.50 eV, G = 0.6171 eV
clamped-cage curvature = 0.880 eV/A^2
relaxed: u = 0.1842 A, s = -0.0837 A
relaxed-cage barrier = 11.12 meV
mass = 20 u, uncoupled quantum = 32.33 meV
lowest level minus saddle = -31.18 meV
lowest level minus well bottom = 12.71 meV
tunnelling splitting, full = 0.1296 meV
tunnelling splitting, lower sheet only = 0.1367 meV
third level minus saddle = -8.83 meV
mean displacement without bias = 0.0000 A
bias force = 2.0 meV/A
bias energy difference of wells = 1.037 meV
mean displacement with bias = 0.2476 A
checks complete
```
